# Why Stress Slows Low-Temperature Oxidation of Curved Silicon

**Question.** At low temperature, why does the wall of a silicon pillar or of a round hole oxidize more slowly than a flat face? Does stress hold back the reaction at the interface, the transport of oxidant through the oxide, or both?

**Answer.** The cause starts with volume. Oxide occupies more space than the silicon it replaces, so each new layer pushes the older oxide away from the silicon. On a flat face the old oxide moves as a rigid slab. On a pillar it is pushed outward onto larger circles and stretched around the circumference; in a hole it is pushed inward onto smaller circles and compressed. If the oxide cannot flow fast enough to relax this strain, it pushes back on the interface in both cases. The pressure inside the oxide, however, differs between the two shapes, and so does the effect on transport.

## How the oxide moves

Let \(a\) be the radius of the silicon–oxide interface and \(b\) that of the free oxide surface. Put \(\chi=+1\) for a pillar, where \(b>a\), and \(\chi=-1\) for a hole, where \(b<a\). The silicon recedes at speed \(v>0\), so

\[
\frac{da}{dt}=-\chi v .
\]

One volume of silicon becomes \(\gamma>1\) volumes of oxide. One of these fills the vacated space; the remaining \(\gamma-1\) displace the old oxide, whose radial velocity at the interface is therefore \(\chi(\gamma-1)v\). Take the oxide as incompressible, the silicon as rigid, and the strain along the axis as zero. Then \(d(ru)/dr=0\), and

\[
u(r)=\frac{c}{r},\qquad c=\chi(\gamma-1)av .
\]

A shell of oxide obeys \(d(r^2)/dt=2ru=2c\). Since \(d(a^2)/dt=-2\chi av\), this equals \(-(\gamma-1)\,d(a^2)/dt\). Integrating from the birth of the shell, when \(r=a=A\), gives

\[
r^2=A^2+(\gamma-1)(A^2-a^2).
\]

On a pillar \(A>a\), so \(r>A\): the shell is stretched. In a hole \(A<a\), so \(r<A\): it is compressed.

## How the strain becomes stress

Write the stress as \(\sigma_{ij}=-p\,\delta_{ij}+s_{ij}\), with tension positive and \(s_{ij}\) traceless. The strain rates are \(du/dr=-c/r^2\) radially and \(u/r=c/r^2\) around the circumference. Hence \(s_{\theta\theta}=-s_{rr}\) and \(s_{zz}=0\). For a Maxwell solid with shear modulus \(G\), viscosity \(\eta\) and relaxation time \(\tau=\eta/G\), each shell follows

\[
\frac{ds_{rr}}{dt}+\frac{s_{rr}}{\tau}=-\frac{2Gc}{r^2}.
\]

The derivative follows the material; no rotation term is needed because radial motion does not turn the shell's axes. New oxide is assumed to be born with \(s_{rr}=0\), which leaves out the intrinsic stress of planar growth. Multiplying by \(e^{t/\tau}\) and integrating from the birth time \(t_A\) gives

\[
s_{rr}(t)=-2G\int_{t_A}^{t}e^{-(t-t')/\tau}\frac{c(t')}{r(t')^2}\,dt'.
\]

So \(s_{rr}\) is negative on a pillar and positive in a hole, except in the layer just born.

Radial force balance is \(d\sigma_{rr}/dr+(\sigma_{rr}-\sigma_{\theta\theta})/r=0\). The stress difference is \(2s_{rr}\), and the free surface requires \(\sigma_{rr}(b)=0\). Therefore

\[
\sigma_{rr}(r)=\int_r^b\frac{2s_{rr}}{r'}\,dr',\qquad
q\equiv-\sigma_{rr}(a)=-\int_a^b\frac{2s_{rr}}{r}\,dr .
\]

On a pillar the integrand is negative and the integration runs outward. In a hole both signs change. Thus \(q>0\) for both shapes: the interface is under normal compression.

The pressure is \(p=s_{rr}-\sigma_{rr}\). In a hole \(s_{rr}\ge0\) and \(\sigma_{rr}\le0\), with no point where both vanish, so \(p>0\) throughout. On a pillar \(p=s_{rr}<0\) at the free surface, but \(p=q>0\) in the newborn oxide. Its average follows from force balance:

\[
\frac{d(r^2\sigma_{rr})}{dr}=2r\sigma_{rr}-2rs_{rr}=-2rp .
\]

Integrating from \(a\) to \(b\) gives \(-a^2\sigma_{rr}(a)=-\int_a^b2rp\,dr\). With \(\sigma_{rr}(a)=-q\), the area-mean pressure is

\[
\bar p=\frac{\int_a^b2rp\,dr}{b^2-a^2}=-\frac{a^2q}{b^2-a^2}.
\]

The mean is tensile on a pillar and compressive in a hole. Stress therefore opposes transport everywhere in a hole, while on a pillar it can help. A tensile mean does not guarantee help: the oxidant must also cross the compressed layer next to the interface, and when \(q\) is large that layer can dominate the resistance.

## How stress enters the growth rate

Let \(k\) be the interface reaction constant and \(D\) the oxidant diffusivity. With \(\beta=1/(k_BT)\) and positive activation volumes \(V_k\) and \(V_D\), the model takes

\[
k=k_0e^{-\beta qV_k},\qquad D=D_0e^{-\beta pV_D}.
\]

Tension is thus allowed to raise \(D\). Oxidant solubility is taken as independent of stress, transfer from the gas as fast, and diffusion as quasi-steady.

Let \(C^*\) be the oxidant concentration at the free surface, \(C_a\) that at the interface, and \(N\) the number of oxidant molecules used per volume of silicon. The reaction consumes \(2\pi akC_a\) per unit length and time, and the same current crosses every circle in the oxide. Its concentration drop is

\[
C^*-C_a=akC_a\left|\int_a^b\frac{dr}{rD}\right| .
\]

Solve for \(C_a\) and use \(v=kC_a/N\):

\[
v=\frac{C^*/N}{1/k+a\left|\int_a^b dr/(rD)\right|}.
\]

Multiplying numerator and denominator by \(k_0\), and defining \(v_0=k_0C^*/N\) and \(\rho=D_0/k_0\), gives

\[
v=\frac{v_0}{e^{\beta qV_k}+\dfrac a\rho\left|\displaystyle\int_a^b e^{\beta pV_D}\frac{dr}{r}\right|}.
\]

The first term is the reaction resistance, the second the transport resistance. Stress raises the first for both shapes; it raises the second without exception only in a hole.

## When the oxide flows quickly

If \(\tau\) is short compared with the growth time, \(s_{rr}=-2\eta c/r^2\) outside a thin newborn layer. Then

\[
\sigma_{rr}(r)=-4\eta c\int_r^b\frac{dr'}{r'^3}
=2\eta c\left(\frac1{b^2}-\frac1{r^2}\right),
\]

and consequently

\[
p=-\frac{2\eta c}{b^2},\qquad
q=2\eta c\left(\frac1{a^2}-\frac1{b^2}\right).
\]

The pressure is uniform. For thin oxide of thickness \(x\) on a wide cylinder, \(|p|\) falls as \(1/a\), while \(q\) falls faster, as \(x/a^2\). Both vanish on a flat face.

When transport resistance is negligible, \(v=v_0e^{-\beta qV_k}\), but \(q\) is itself proportional to \(v\). Define

\[
\Lambda=2\beta V_k\eta(\gamma-1)v_0a\left|\frac1{a^2}-\frac1{b^2}\right| .
\]

Then \(\beta qV_k=\Lambda y\) with \(y=v/v_0\), so \(y=e^{-\Lambda y}\). Multiplying by \(\Lambda e^{\Lambda y}\) gives \(\Lambda y\,e^{\Lambda y}=\Lambda\), which defines the Lambert function \(W\):

\[
\frac v{v_0}=\frac{W(\Lambda)}{\Lambda}.
\]

For small \(\Lambda\) this is approximately \(1-\Lambda\). For large \(\Lambda\), \(W\) grows only roughly as \(\ln\Lambda\): slower growth produces less stress, so the retardation limits itself.

This number also shows why low temperature matters. If viscosity and reaction rate have activation energies \(E_\eta\) and \(E_k\), then at fixed geometry

\[
\Lambda\propto\frac{\eta v_0}{T}\propto\frac1T\exp\!\left(\frac{E_\eta-E_k}{k_BT}\right).
\]

With \(E_\eta>E_k\), cooling stiffens the oxide faster than it slows the reaction that strains it. This trend holds while the oxide can relax within the growth time. Once it cannot, the stress is set by \(G\) and the accumulated strain, and a further rise in viscosity hardly changes it.

## When a pillar is slowed

On a pillar, reaction and transport can respond in opposite directions. In the viscous limit put \(L=\ln(b/a)\), \(X=\beta qV_k\) and \(Y=2\beta V_D\eta c/b^2\). At a given \(v\), stress changes the denominator of the rate by

\[
\Delta=(e^X-1)-\frac{aL}{\rho}(1-e^{-Y}).
\]

Since \(e^X-1\ge X\) and \(1-e^{-Y}\le Y\),

\[
\Delta\ge X-\frac{aL}{\rho}Y
=\frac{2\beta\eta c}{b^2}\left[V_k\left(\frac{b^2}{a^2}-1\right)-\frac{V_DaL}{\rho}\right].
\]

Stress therefore slows growth if

\[
R\equiv\frac{\rho V_k(b^2/a^2-1)}{V_DaL}>1 .
\]

Because \(b^2/a^2-1=e^{2L}-1>2L\), this holds at every thickness when \(a\le2\rho V_k/V_D\). The condition is sufficient. To first order in stress it also decides the sign, so for weak stress \(R<1\) means faster growth.

A wide pillar shows the failure. For \(a=1000\) nm, \(b=1100\) nm, \(\rho=50\) nm and the activation volumes used below,

\[
R=\frac{50\times0.010\times0.21}{0.020\times1000\times0.0953}\approx0.055 .
\]

With the 900 °C values of \(v_0\) and \(\beta\) below and a viscosity of \(10^4\) GPa s, the viscous formulas give a speed 1.20 times the stress-free value. If tension were not allowed to raise \(D\), neither resistance could fall and this exception would disappear.

## What the numbers show

Consider a pillar and a hole, each of initial radius 100 nm, with round model parameters: \(\gamma=2.25\), \(G=30\) GPa, \(V_k=0.010\) nm³ and \(V_D=0.020\) nm³. The activation energies are 2.0 eV for reaction, 0.8 eV for diffusion and 5.0 eV for viscosity. The growth rates below are of the size found in steam; dry oxygen is roughly fifteen times slower. Nanometres, seconds and gigapascals suit the problem better than atomic units.

At 900 °C, \(v_0=0.030\) nm/s, \(\rho=200\) nm, \(\eta=2.0\times10^4\) GPa s and \(\beta=61.7\) GPa⁻¹ nm⁻³. On a flat face oxide thickness grows at \(\gamma v_0/(1+x/\rho)\), so 40 nm takes

\[
t=\frac{40+40^2/(2\times200)}{2.25\times0.030}\ \text{s}\approx652\ \text{s}.
\]

The flat silicon recedes by \(40/2.25=17.8\) nm. The relaxation time is 667 s, so the oxide is truly viscoelastic during this growth.

Recession is the fair measure of slowing, because curvature changes thickness even without stress: the stress-free pillar carries 36.8 nm of oxide and the hole 44.8 nm, although the pillar's interface has receded slightly farther. Switching the two stress couplings on separately gives these recessions at 900 °C:

| Stress acts on | Pillar (nm) | Hole (nm) |
|---|---:|---:|
| neither | 18.0 | 17.4 |
| reaction | 12.5 | 11.3 |
| transport | 18.0 | 8.2 |
| both | 12.7 | 8.0 |

Both curved walls end well below the flat value. With both couplings, recession is 70% of its stress-free value on the pillar and 46% in the hole. The pillar is slowed through the reaction; the hole is slowed through either coupling, more strongly through transport. In the hole the two reductions do not add (adding them would leave 2.1 nm, not 8.0): the speed is the inverse of a sum of resistances, and slower growth also generates less stress. On the pillar, stress acting on transport alone gives 18.02 nm against 18.04 nm without stress. This near equality is a cancellation: tension eases transport early, and the compressed inner layer hinders it late.

For the pillar, the final radii are \(a=87.3\) nm and \(b=113.9\) nm, and \(q=1.48\) GPa. Thus

\[
e^{-\beta qV_k}=e^{-61.7\times1.48\times0.010}\approx0.40 .
\]

The pressure runs from \(-4.43\) GPa at the free surface to \(+1.48\) GPa at the interface, with area mean \(-2.11\) GPa. Stress multiplies the diffusion resistance by 0.63, so transport is helped at this stage. The final speed is

\[
v=\frac{0.030}{1/0.4007+(87.3/200)\ln(113.9/87.3)\times0.63}
\approx0.0117\ \text{nm/s}.
\]

The denominator is \(2.50+0.07\): the eased transport term is too small to offset the slowed reaction.

Without relaxation, the same displacement would give the outermost shell \(s_{rr}=-2G\ln(b/100\,\text{nm})\approx-7.8\) GPa. The computed \(-4.43\) GPa shows how much the oxide has relaxed.

In the hole, \(q\) is smaller, 0.81 GPa, but the pressure is positive throughout and reaches 3.85 GPa at the free surface. The diffusion resistance rises by a factor of about 40. With final radii \(a=107.97\) nm and \(b=89.03\) nm, the denominator is

\[
\frac1{0.605}+\frac{107.97}{200}\ln\frac{107.97}{89.03}\times39.9
\approx1.65+4.15,
\]

giving \(v\approx0.0052\) nm/s. Within the linear Maxwell law, stress has moved the hole from reaction control to mainly transport control.

At 1100 °C the viscosity is 14.9 GPa s and \(v_0=0.535\) nm/s. The product \(\eta v_0\) has fallen from 600 to 8.0 GPa nm. For a fixed pillar with \(a=100\) nm and \(b=130\) nm, the viscous, reaction-controlled formula gives \(\Lambda=3.78\) and \(v/v_0=0.31\) at 900 °C, but \(\Lambda=0.043\) and \(v/v_0=0.96\) at 1100 °C. These values only indicate the trend, because neither case fully meets the formula's assumptions: the cold oxide is viscoelastic, and at 1100 °C the transport resistance \(aL/\rho\approx0.74\) is not negligible.

In the full model, again grown for the time a flat face needs to reach 40 nm, the hot hole recedes by 95% of its stress-free value. The hot pillar recedes by about 1% more than without stress. This has the sign predicted by \(R\): here \(\rho=35.5\) nm, so \(R\) starts at \(2\rho V_k/(V_Da)=0.355\) and reaches only about 0.66 at the end. The small size of the excess deserves less trust than its sign, since step refinement was tested only for the cold runs.

Giving the 900 °C oxide the 1100 °C viscosity, with all else unchanged, restores the recession to within 0.5% of its stress-free value for both shapes. In this model, slow relaxation is therefore what makes the cold curved wall slow.

The magnitudes depend on a linear Maxwell law carried to very high stress: the hoop stress at the free surface, \(-2s_{rr}\), is about \(+8.9\) GPa on the pillar and \(-7.7\) GPa in the hole, more than a real oxide film is likely to carry without yielding or cracking. Viscosity that falls under load, plastic flow or fracture would limit these stresses and weaken the slowing. Because the transport resistance of the hole grows exponentially with pressure, it would shrink most, and the hole need not pass to transport control at all. For the same recession, a compressible oxide would also carry less stress: pressures near 4 GPa are not small beside silica's bulk modulus of a few tens of gigapascals. Intrinsic growth stress, which is compressive in the plane of the film, would add to the hoop compression in a hole but oppose the hoop tension on a pillar. The percentages describe the stated model, not a particular oxide. The remaining computed values are in the numerical output.

## Computed results

```
Volume ratio gamma 2.25; shear modulus 30.0 GPa
Activation volumes: Vk 0.010, VD 0.020 nm^3
Activation energies: reaction 2.0, diffusion 0.8, viscosity 5.0 eV
Initial radius 100.0 nm; flat oxide 40.0 nm; flat recession 17.778 nm
Cold: 900 deg C, v0 0.03000 nm/s, rho 200.00 nm
  viscosity 2e+04 GPa s, relaxation 666.7 s, duration 651.85 s
  beta 61.740 1/(GPa nm^3), eta*v0 600 GPa nm, convex radius limit 200.00 nm
Hot: 1100 deg C, v0 0.53522 nm/s, rho 35.50 nm
  viscosity 14.88 GPa s, relaxation 0.4959 s, duration 51.93 s
  beta 52.747 1/(GPa nm^3), eta*v0 7.962 GPa nm, convex radius limit 35.50 nm
Convex, cold recession in nm: free 18.044, reaction stress only 12.537
  transport stress only 18.016, both 12.685 nm
  oxide thickness: free 36.803, both 26.571 nm
  final radii: a 87.315, b 113.886 nm
  normal compression q 1.4813 GPa; area-mean pressure -2.1125 GPa
  pressure at free surface -4.4322, at interface 1.4813 GPa
  reaction constant factor 0.4007; diffusion resistance factor 0.6315
  final speed: free 0.02604, both 0.01168 nm/s
  recession ratio stressed/free: cold 0.7030, hot 1.0101
  same ratio, cold with hot viscosity 0.9988
  hot recession: free 18.702, both 18.892 nm
  force-balance relative error 2.7e-07
Hole, cold recession in nm: free 17.398, reaction stress only 11.309
  transport stress only 8.163, both 7.974 nm
  oxide thickness: free 44.788, both 18.941 nm
  final radii: a 107.974, b 89.033 nm
  normal compression q 0.8143 GPa; area-mean pressure 2.5442 GPa
  pressure at free surface 3.8464, at interface 0.8143 GPa
  reaction constant factor 0.6049; diffusion resistance factor 39.8573
  final speed: free 0.02340, both 0.00517 nm/s
  recession ratio stressed/free: cold 0.4584, hot 0.9479
  same ratio, cold with hot viscosity 0.9956
  hot recession: free 16.706, both 15.837 nm
  force-balance relative error 2.6e-07
Viscous snapshot: a 100 nm, b 130 nm
  cold: stress number 3.7811, speed factor 0.3099
  hot: stress number 0.0429, speed factor 0.9597
Random convex cases 300; largest speed ratio 0.99990
Counter-case: a 1000, b 1100, rho 50 nm, viscosity 10000 GPa s
  condition ratio 0.0551; speed stressed/free 1.1990
```
